\section*{Why sample rotation averages the ripple coefficients, and when it stabilises}

\section{Question}

I am sputtering a gold film with argon ions of about 1 keV, at an angle $\theta$ from the surface normal. In a frame fixed to the beam, with $x$ along its projection on the surface, I describe small height variations by
\begin{equation}
h_t=-V_0+V_0'h_x+S_\parallel h_{xx}+S_\perp h_{yy}-B\nabla^4h .
\end{equation}
Positive $S$ smooths, and $V_0'=dV_0/d\theta$. If the sample turns rapidly about its normal, I am told to replace both curvature coefficients by their average. How is this shown? At every instant there is still a direction with $S_\perp<0$, so I do not see how the surface could be stable. Would rotation remove the ripples at $45^\circ$ or $60^\circ$?

\section{Answer}

Follow one Fourier mode in the frame of the sample. Its wave vector is fixed there, so it points near the cross-beam direction, where $S_\perp$ dominates, during only part of each turn.

\subsection{The average over a turn}

Let the beam azimuth be $\phi=\omega t$, with unit vectors $\mathbf n=(\cos\phi,\sin\phi)$ along the projected beam and $\mathbf m=(-\sin\phi,\cos\phi)$ across it. I assume small slopes, a uniform beam, constant $\theta$ and $\omega$, isotropic surface diffusion, and coefficients that follow the current azimuth. In the sample frame
\begin{equation}
h_t=-V_0+V_0'\,\mathbf n\cdot\nabla h
+S_\parallel(\mathbf n\cdot\nabla)^2h
+S_\perp(\mathbf m\cdot\nabla)^2h-B\nabla^4h .
\end{equation}
Insert $h=-V_0t+\mathrm{Re}[A(t)e^{i\mathbf k\cdot\mathbf r}]$, where $\mathbf k$ has azimuth $\psi$. Each derivative only multiplies the mode by a number, so modes do not mix:
\begin{align}
\frac{\dot A}{A}={}&ikV_0'\cos(\omega t-\psi)-Bk^4\notag\\
&-k^2\left[S_\parallel\cos^2(\omega t-\psi)+S_\perp\sin^2(\omega t-\psi)\right].
\end{align}
With $\cos^2\alpha=(1+\cos2\alpha)/2$ and $\sin^2\alpha=(1-\cos2\alpha)/2$, the bracket becomes
\begin{equation}
S_{\rm eff}+\frac{S_\parallel-S_\perp}{2}\cos2(\omega t-\psi),
\qquad S_{\rm eff}=\frac{S_\parallel+S_\perp}{2}.
\end{equation}
Integration from $0$ to $t$ gives
\begin{align}
\ln\frac{A(t)}{A(0)}={}&-(S_{\rm eff}k^2+Bk^4)t
+\frac{ikV_0'}{\omega}\left[\sin(\omega t-\psi)+\sin\psi\right]\notag\\
&-\frac{(S_\parallel-S_\perp)k^2}{4\omega}
\left[\sin2(\omega t-\psi)+\sin2\psi\right].
\end{align}
At $t=2\pi/\omega$ both square brackets vanish. Over whole turns the surface therefore evolves as if
\begin{equation}
h_t=-V_0+S_{\rm eff}\nabla^2h-B\nabla^4h .
\end{equation}

Within linear theory this holds at any rotation rate. Rapid rotation is needed for the description to hold between whole turns as well. The logarithm of the amplitude oscillates by $|S_\parallel-S_\perp|k^2/(4\omega)$ about its trend, and the pattern moves on a circle of radius $|V_0'|/\omega$. The first quantity must be small against 1, the second against $1/k$. In slow rotation, growth within a turn could also carry the surface out of the linear regime.

As a test, I integrated the rotating equation on a $16\times16$ grid for the gold parameters below, at $45^\circ$ and $60^\circ$, with turns of 10 s and 240 s. For modes along $x$, $y$ and the diagonal, the change of $\ln A$ over a turn agreed with the formula within 1\%.

\subsection{Stability}

The mean growth rate is
\begin{equation}
R(k)=-S_{\rm eff}k^2-Bk^4 .
\end{equation}
For $B>0$ and $S_{\rm eff}\ge0$, every mode with $k>0$ decays. For $S_{\rm eff}<0$, modes with $k^2<-S_{\rm eff}/B$ grow. Setting $dR/dk=-2S_{\rm eff}k-4Bk^3=0$ gives
\begin{equation}
k_*^2=-\frac{S_{\rm eff}}{2B},\qquad
R_*=\frac{S_{\rm eff}^2}{2B}-\frac{S_{\rm eff}^2}{4B}
=\frac{S_{\rm eff}^2}{4B}.
\end{equation}
This rate is the same in all directions, so rotation removes the preferred ripple direction even where it fails to stabilise the surface.

\subsection{Coefficients from a Gaussian energy deposit}

To decide the sign of $S_{\rm eff}$ we need a model of erosion. Let each ion deposit its energy in a Gaussian of width $\sigma$, centred a distance $a$ along its path. Take local erosion to be proportional to the energy reaching the surface, and neglect shadowing.

Write $s=\sin\theta$, $c=\cos\theta$. The beam direction is $\mathbf d=(s,0,-c)$. The upward area element is $(-h_x,-h_y,1)\,dx\,dy$, so ion arrivals per horizontal area are $J(c+sh_x)$, where $J$ is the flux normal to the beam. Put the observed surface point at the origin. An ion landing at $\mathbf r=(x,y,h)$ has its deposit centre at squared distance
\begin{equation}
|\mathbf r+a\mathbf d|^2=(x+as)^2+y^2+a^2c^2-2ach+O(h^2).
\end{equation}
Expanding the Gaussian to first order in $h$ gives the erosion speed
\begin{equation}
V=V_0\left[1+\frac sc\langle h_x\rangle+\frac{ac}{\sigma^2}\langle h\rangle\right],
\label{speed}
\end{equation}
where the brackets are means over a Gaussian with $\langle x\rangle=-as$, $\langle y\rangle=0$ and variance $\sigma^2$ in each direction. The prefactor is proportional to $c\,e^{-a^2c^2/2\sigma^2}$. Fixing it by the speed $V_n$ at normal incidence, and using $1-c^2=s^2$,
\begin{equation}
V_0=V_n\,c\,e^{qs^2/2},\qquad q=a^2/\sigma^2 .
\end{equation}

For $h=\frac12(h_{xx}x^2+h_{yy}y^2)$ the means are
\begin{align}
\langle h_x\rangle&=-as\,h_{xx},\\
\langle h\rangle&=\tfrac12h_{xx}(\sigma^2+a^2s^2)+\tfrac12h_{yy}\sigma^2 .
\end{align}
A term $h_{xy}xy$ has zero mean, as does its slope. Since $h_t=-V$ to this order,
\begin{align}
S_\parallel&=V_0a\left[\frac{s^2}{c}-\frac c2(1+qs^2)\right],\\
S_\perp&=-\frac{V_0ac}{2}.
\end{align}
A valley floor receives more energy than a crest, which makes $S_\perp$ negative. A fixed sample is thus unstable at every $\theta<90^\circ$ in this model. The arrival term $s^2/c$ opposes this along the beam and wins at large angles.

The average is
\begin{equation}
S_{\rm eff}=\frac{V_0a}{2}\left[\frac{s^2}{c}-c-\frac q2s^2c\right].
\end{equation}
Multiply the bracket by $c$ and set $u=s^2$. The stability limit obeys
\begin{equation}
\frac q2u^2+\left(2-\frac q2\right)u-1=0,
\qquad
u=\frac{q/2-2+\sqrt{4+q^2/4}}{q}.
\end{equation}
The quadratic is $-1$ at $u=0$ and $+1$ at $u=1$, so in this model the rotated surface is unstable below the limit and stable above it. The rule should not be carried close to grazing incidence, where the model yield keeps rising but ion reflection and shadowing lower the real one. For $q\to0$ the limit is $45^\circ$; for large $q$ it approaches grazing incidence. The sign change of $S_\parallel$ obeys $qu^2+(3-q)u-1=0$ instead. It comes at a smaller angle, because a positive $S_{\rm eff}$ requires $S_\parallel$ to exceed $|S_\perp|$.

\subsection{Gold at two angles}

I take rough values for sputter depth profiling: $a=1.5$ nm, $\sigma=1$ nm, a normal-incidence yield $Y=3$ atoms per ion, and 100 $\mu$A/cm$^2$ normal to the beam, or $J=6.242$ ions/(nm$^2$ s). A rounded lattice constant of 0.41 nm gives the atomic volume $\Omega=0.01723$ nm$^3$ used below. The value for bulk gold is 0.01695 nm$^3$, which would lower $V_0$ and the $S$ coefficients by 1.6\%. With $q=2.25$, $S_\parallel$ changes sign at $46.2^\circ$ and the rotated stability limit is $52.6^\circ$.

For surface diffusion the chemical potential is $\mu=-\gamma\Omega\nabla^2h$ and the atom current is $-(Dn/k_BT)\nabla\mu$. Multiplying minus its divergence by $\Omega$ gives
\begin{equation}
B=\frac{Dn\gamma\Omega^2}{k_BT}=4.8\ {\rm nm^4/s}
\end{equation}
for $D=3$ nm$^2$/s, $n=15$ nm$^{-2}$, $\gamma=1.5$ J/m$^2$ and $T=300$ K. Here $D$ is a chosen effective value under the beam and the least certain input.

At $60^\circ$,
\begin{align}
V_0&=3(6.242)(0.01723)(0.5)e^{2.25(0.75)/2}=0.375\ {\rm nm/s},\\
S_{\rm eff}&=\frac{0.466-0.141}{2}=0.163\ {\rm nm^2/s}.
\end{align}
At $45^\circ$ the average is $(-0.027-0.212)/2=-0.119$ nm$^2$/s.

Compare fixed and rotated samples with the same current, $B$ and bombardment time of 1800 s. This time removes about 0.7 $\mu$m of gold, so the comparison needs a film thicker than that. At $60^\circ$ the fixed sample grows fastest at a wavelength of 52 nm, at $1.02\times10^{-3}$ s$^{-1}$, so the amplitude rises by $e^{1.84}=6.3$. With rotation the same wavelength decays at $3.4\times10^{-3}$ s$^{-1}$, to 0.002 of its starting amplitude if noise is ignored. On a real film random ion arrivals keep roughening the surface. If each ion removes the model's mean of 7 atoms at a single point, they maintain about 0.1 nm rms on the rotated sample at wavelengths between 37 and 74 nm. The same arrivals would bring an initially flat fixed sample to about 0.35 nm rms in this band after 1800 s, so the contrast between the two is then much smaller than the noise-free factors suggest. At $45^\circ$ rotation lowers the greatest growth rate from $2.3\times10^{-3}$ to $0.74\times10^{-3}$ s$^{-1}$ and moves its wavelength from 42 to 57 nm, but growth continues.

A turn of 10 s is rapid here: at $60^\circ$ and 52 nm the logarithm swings by 0.0035, and the pattern circle has a radius of 0.45 nm.

\subsection{Where the result can fail}

\paragraph{Short wavelengths.} For a full sinusoid, replace $h$ in (\ref{speed}) by $e^{i\mathbf k\cdot\mathbf r}-1$, the height relative to the observed point. Its Gaussian mean is $g e^{-iz\cos\phi}-1$, with $g=e^{-\sigma^2k^2/2}$, $z=kas$ and $\phi$ measured from $\mathbf k$. The slope along the beam has mean $ik\cos\phi\,g e^{-iz\cos\phi}$. Over a turn, $e^{-iz\cos\phi}$ averages to $J_0(z)$ and $i\cos\phi\,e^{-iz\cos\phi}$ to $J_1(z)$. The erosion part of the rate is therefore
\begin{equation}
R_{\rm er}=V_0\left\{\frac{ac}{\sigma^2}[1-gJ_0(z)]-\frac{ks}{c}gJ_1(z)\right\},
\end{equation}
with Bessel functions $J_0$ and $J_1$. At large $k$ this tends to the positive value $V_0ac/\sigma^2$. Beyond the long-wave equation, $S_{\rm eff}>0$ therefore needs enough diffusion beside it. At $60^\circ$ the least $B$ is 0.016 nm$^4$/s, far below the 4.8 assumed.

\paragraph{Finite slopes.} A plane tilted across the beam by slope $p$ has local incidence given by $\sin^2\theta'\simeq s^2+c^2p^2$. Its vertical recession is $V_0(\theta')\sqrt{1+p^2}\simeq V_0(1+qc^2p^2/2)$. The mean of this quadratic term over a ripple of amplitude $A$, $V_0qc^2k^2A^2/4$, equals the linear term $|S_\perp|k^2A$ at $A=2a/(qc)=2.7$ nm for $60^\circ$. This is only a rough scale, since a change in mean recession is not a change in ripple growth. Integrating the Gaussian deposit over a 52 nm ripple across the beam gives an erosive growth rate 0.8\% below the long-wave value at $A=0.63$ nm, the amplitude the fixed sample reaches from 0.1 nm, and 8\% below it at 2.7 nm.

\paragraph{Displaced atoms.} Ions also push surface atoms forward. Let the displacements per ion sum to $\delta$ times the projection of the unit vector $\mathbf d$ on the local surface. The volume current is $J\Omega\delta(c+sp)(s-cp)$ for a slope $p$ along the beam, and $-J\Omega\delta c^2p$ for one across it. Minus the divergence adds $J\Omega\delta\cos2\theta$ to $S_\parallel$ and $J\Omega\delta c^2$ to $S_\perp$. The averaging rule is unchanged, and
\begin{equation}
\Delta S_{\rm eff}=J\Omega\delta\,\frac{3c^2-1}{2}.
\end{equation}
For an assumed $\delta=3$ nm this is $+0.081$ nm$^2$/s at $45^\circ$ and $-0.040$ at $60^\circ$. The totals become $-0.039$ and $+0.122$ nm$^2$/s: the signs survive, but the rotated sample is now unstable only between about $24^\circ$ and $51^\circ$. At $45^\circ$ a $\delta$ near 4.4 nm would cancel the instability. The fixed sample changes too. At $60^\circ$, $S_\perp$ falls in size from 0.141 to 0.060 nm$^2$/s, and the 1800 s growth factor drops from 6.3 to about 1.4.

\paragraph{The real film.} The yield, current, $a$ and $\sigma$ are rough inputs, and $D$ and $\delta$ are assumptions. The sign of $S_{\rm eff}$ depends on both the deposit shape and $\delta$. With the deposit used here, $\delta$ above about 7 nm makes $45^\circ$ the more strongly smoothed angle, and above about 12 nm rotation no longer stabilises the surface at $60^\circ$. Without displaced atoms, rotation at $60^\circ$ no longer stabilises the surface if $a/\sigma$ exceeds 2.3. Real deposits also need not be equally wide in all directions: with $a=1.5$ nm, a width of 1 nm along the ion path but 0.7 nm across it already brings $S_{\rm eff}$ at $60^\circ$ to about zero. Temperature matters through $D$ if the diffusion is thermally activated rather than driven by the beam. The ripple wavelength varies as $\sqrt B$, so 10 K of heating multiplies it by 1.6 for a barrier of 0.8 eV. With an ordinary hopping prefactor of about $2\times10^{11}$ nm$^2$/s, the assumed $D$ corresponds to a barrier of about 0.65 eV, and the factor is about 1.5. That leaves the sign of $S_{\rm eff}$ alone. Crystal step barriers, grain structure and implanted argon are left out and not sized here. For your film, $60^\circ$ with rotation is the safer of the two angles if the deposit shape and $\delta$ are close to those assumed here, while the prediction at $45^\circ$ depends strongly on $\delta$. The numerical output below lists the remaining values. There the deposit width $\sigma$ is written s, and the two lines named ``Finite-depth change of erosion rate'' give the change in the erosion part of the ripple growth rate when the full sinusoid replaces the long-wave form. The erosion speed $V_0$ is not changed.

\section*{Calculated quantities}
\begin{verbatim}
Ion energy: 1000 eV
Beam current density: 100 uA/cm2
Ion flux normal to beam: 6.242 ions/(nm2 s)
Deposit depth a: 1.5 nm
Deposit width s: 1 nm
Ratio q = a^2/s^2: 2.25
Sputter yield at normal incidence: 3 atoms/ion
Gold lattice constant (rough): 0.41 nm
Atomic volume: 0.01723 nm3
Surface site density: 14.99 1/nm2
Surface energy (rough): 1.5 J/m2
Effective surface diffusivity: 3 nm2/s
Temperature: 300 K
Diffusion coefficient B: 4.835 nm4/s
Angle where S_par changes sign: 46.18 deg
Rotated stability limit: 52.59 deg
45 deg erosion speed V0: 0.4004 nm/s
45 deg S_par: -0.02654 nm2/s
45 deg S_perp: -0.2123 nm2/s
45 deg S_eff: -0.1194 nm2/s
60 deg erosion speed V0: 0.3751 nm/s
60 deg S_par: 0.4659 nm2/s
60 deg S_perp: -0.1406 nm2/s
60 deg S_eff: 0.1626 nm2/s
45 deg fixed: fastest wavelength: 42.4 nm
45 deg fixed: growth rate: 0.002331 1/s
45 deg rotated: fastest wavelength: 56.54 nm
45 deg rotated: growth rate: 0.0007376 1/s
60 deg fixed: fastest wavelength: 52.1 nm
60 deg fixed: growth rate: 0.001023 1/s
60 deg rotated: rate at that wavelength: -0.003388 1/s
Bombardment time: 1800 s
Depth removed at 60 deg: 675.1 nm
Amplitude factor, 60 deg fixed: 6.304
Amplitude factor, 60 deg rotated: 0.002245
Amplitude factor, 45 deg rotated: 3.772
Time per turn: 10 s
60 deg log-amplitude swing in a turn: 0.00351
60 deg pattern circle radius: 0.4523 nm
Finite-depth change of erosion rate, 45 rotated: 0.1515 %
Finite-depth change of erosion rate, 60 fixed: -0.3627 %
Least B for full stability, 60 rotated: 0.01569 nm4/s
Starting amplitude: 0.1 nm
Final amplitude, 60 deg fixed: 0.6304 nm
Quadratic-term amplitude scale, 60 fixed: 2.667 nm
Quadratic-term amplitude scale, 45 rotated: 16.99 nm
Beam heating power at 60 deg: 0.05 W/cm2
Assumed diffusion barrier: 0.8 eV
Wavelength factor for 10 K heating: 1.62
Assumed summed displacement per ion: 3 nm
Redistribution part of S_eff, 45 deg: 0.08066 nm2/s
Redistribution part of S_eff, 60 deg: -0.04033 nm2/s
Unstable band with redistribution: lower edge: 24.45 deg
Unstable band with redistribution: upper edge: 50.88 deg
\end{verbatim}
